# Fock Exchange for Two-Component Spinors and Its Behaviour under Spin Rotation, part 1

(Sections cited here and not found follow in the second part.)

## First half: the exchange operator from the determinant

**Q:** Exchange acts between electrons of the same spin. An up electron and a down electron do not exchange. Why should I carry parts of a density matrix that connect up with down?

**A:** Your rule assumes that every orbital is purely up or purely down along one axis shared by the whole system. If the spin direction may differ from orbital to orbital, or from place to place, an orbital needs two components:

$$\varphi_i(r)=\begin{pmatrix}\varphi_i^{\uparrow}(r)\\ \varphi_i^{\downarrow}(r)\end{pmatrix},\qquad \sum_\sigma\int \varphi_i^{\sigma}(r)^*\,\varphi_j^{\sigma}(r)\,dr=\delta_{ij}.$$

Here $r$ is a position vector and $\sigma$ is up or down along a chosen $z$ axis. The orthonormality condition involves both components together. The up components of two orbitals need not be orthogonal by themselves. "Same spin" then need not have a meaning for a pair of orbitals, and we must go back to the wavefunction to see what exchange is.

**Q:** Then start there, and state what you assume.

**A:** I assume $N$ electrons in one Slater determinant built from these spinors. The repulsion is $w(r,r')=1/|r-r'|$ in atomic units. It is real, symmetric in its two arguments, and does not act on spin. With $x=(r,\sigma)$ for position and spin together, the wavefunction is

$$\Psi(x_1,\dots,x_N)=\frac{1}{\sqrt{N!}}\sum_P \mathrm{sgn}(P)\,\varphi_{P(1)}(x_1)\cdots\varphi_{P(N)}(x_N).$$

There are $N(N-1)/2$ pairs of electrons. Since $|\Psi|^2$ is unchanged when electrons are renumbered, each pair contributes equally, so

$$\langle W\rangle=\frac{N(N-1)}{2}\,\langle\Psi|w(r_1,r_2)|\Psi\rangle .$$

The matrix element contains two permutations, $P$ from the left factor and $P'$ from the right. Integrating over electrons $3$ to $N$ gives zero unless $P'(k)=P(k)$ for all those electrons, by orthonormality. Two choices of $P'$ survive. Either $P'=P$, with sign $+1$, or $P'$ has the orbitals of electrons 1 and 2 interchanged, with relative sign $-1$.

For given $P(1)=i$ and $P(2)=j$, with $i\ne j$, the other orbitals can be arranged in $(N-2)!$ ways. The prefactor is therefore

$$\frac{N(N-1)}{2}\cdot\frac{(N-2)!}{N!}=\frac12 .$$

The result is

$$\langle W\rangle=\frac12\sum_{i\neq j}\sum_{\sigma\tau}\iint \varphi_i^{\sigma}(r)^*\varphi_j^{\tau}(r')^*\,w(r,r')\left[\varphi_i^{\sigma}(r)\varphi_j^{\tau}(r')-\varphi_j^{\sigma}(r)\varphi_i^{\tau}(r')\right]dr\,dr'.$$

For $i=j$ the bracket vanishes, so the sum may run over all $i$ and $j$.

**Q:** There are two spin labels, $\sigma$ and $\tau$, in the exchange term. I expected a single one.

**A:** Each electron carries its own spin sum. Group the factors of the exchange term by position:

$$E_x=-\frac12\sum_{ij}\iint w(r,r')\left[\sum_\sigma\varphi_i^{\sigma}(r)^*\varphi_j^{\sigma}(r)\right]\left[\sum_\tau\varphi_j^{\tau}(r')^*\varphi_i^{\tau}(r')\right]dr\,dr'.$$

Each bracket is the spin overlap of orbitals $i$ and $j$ at one point. If $i$ is purely up and $j$ purely down, both brackets vanish, and your rule returns. If both are purely up, each sum has one term, and $\sigma=\tau=\uparrow$. For tilted spins the overlap is in general nonzero, and the product of the two brackets contains terms with $\sigma\ne\tau$.

The other part of $\langle W\rangle$ is the Hartree energy,

$$E_H=\frac12\iint n(r)\,n(r')\,w(r,r')\,dr\,dr',\qquad n(r)=\sum_{i\sigma}|\varphi_i^{\sigma}(r)|^2 .$$

It contains the density $n(r)$ and no spin direction.

**Q:** You promised a density matrix. So far I see orbitals.

**A:** Define

$$\gamma^{\sigma\tau}(r,r')=\sum_i\varphi_i^{\sigma}(r)\,\varphi_i^{\tau}(r')^* .$$

For fixed $r$ and $r'$ this is a $2\times2$ matrix with blocks $\uparrow\uparrow$, $\uparrow\downarrow$, $\downarrow\uparrow$ and $\downarrow\downarrow$. Now collect the factors of $E_x$ by orbital instead of by position. The sum over $j$ contains $\varphi_j^{\sigma}(r)\,\varphi_j^{\tau}(r')^*$, which gives $\gamma^{\sigma\tau}(r,r')$. The sum over $i$ contains $\varphi_i^{\tau}(r')\,\varphi_i^{\sigma}(r)^*$, which gives $\gamma^{\tau\sigma}(r',r)$. Hence

$$E_x=-\frac12\sum_{\sigma\tau}\iint w(r,r')\,\gamma^{\sigma\tau}(r,r')\,\gamma^{\tau\sigma}(r',r)\,dr\,dr'.$$

Taking the complex conjugate of the definition shows that $\gamma^{\tau\sigma}(r',r)=\gamma^{\sigma\tau}(r,r')^*$. The product is then a squared modulus:

$$E_x=-\frac12\sum_{\sigma\tau}\iint \frac{|\gamma^{\sigma\tau}(r,r')|^2}{|r-r'|}\,dr\,dr'.$$

All four blocks enter, each with the same weight and the same sign.

**Q:** Four blocks, but the last relation ties $\downarrow\uparrow$ to $\uparrow\downarrow$. Are you counting one thing twice?

**A:** The two blocks carry the same information, because $\gamma^{\downarrow\uparrow}(r,r')=\gamma^{\uparrow\downarrow}(r',r)^*$. Exchanging the names $r$ and $r'$ shows that they contribute equal energies. But the expansion of the determinant's energy contains both terms, $\sigma\tau=\uparrow\downarrow$ and $\sigma\tau=\downarrow\uparrow$. Removing one as a duplicate would give half of the off-diagonal energy.

**Q:** Fine for the energy. The operator is another matter. How do you obtain it without guessing?

**A:** By asking how $E_x$ responds to a small Hermitian change $\delta\gamma$. The energy formula is quadratic in $\gamma$, so there are two first-order terms:

$$\delta E_x=-\frac12\sum_{\sigma\tau}\iint w(r,r')\left[\delta\gamma^{\sigma\tau}(r,r')\,\gamma^{\tau\sigma}(r',r)+\gamma^{\sigma\tau}(r,r')\,\delta\gamma^{\tau\sigma}(r',r)\right]dr\,dr'.$$

In the first term, interchange the names $\sigma\leftrightarrow\tau$ and $r\leftrightarrow r'$. Since $w$ is symmetric, the first term becomes the second. Their sum cancels the factor $\tfrac12$:

$$\delta E_x=-\sum_{\sigma\tau}\iint w(r,r')\,\gamma^{\sigma\tau}(r,r')\,\delta\gamma^{\tau\sigma}(r',r)\,dr\,dr'.$$

The exchange operator $K$ is defined by $\delta E_x=\mathrm{Tr}(K\,\delta\gamma)$, where $\mathrm{Tr}$ sums over spin and integrates over position:

$$\mathrm{Tr}(K\,\delta\gamma)=\sum_{\sigma\tau}\iint K^{\sigma\tau}(r,r')\,\delta\gamma^{\tau\sigma}(r',r)\,dr\,dr'.$$

Comparison gives the kernel

$$K^{\sigma\tau}(r,r')=-\frac{\gamma^{\sigma\tau}(r,r')}{|r-r'|}.$$

I keep the minus sign inside $K$, so that $K$ is added to the other terms of the Fock operator. Setting $\delta\gamma$ equal to $\gamma$ in the trace gives twice the energy, hence $E_x=\tfrac12\mathrm{Tr}(K\gamma)$.

**Q:** A change of a determinant does not produce an arbitrary $\delta\gamma$. The orbitals must stay orthonormal. Is your kernel really fixed by this argument?

**A:** It is fixed once the quadratic formula is used for all Hermitian $\gamma$, which is the convention here. With determinants alone, one could add to $K$ pieces that act only within the occupied space or only within the empty space, and the first-order energy change would not notice. The orbital derivative leads to the same convention. Treat $\varphi_i$ and $\varphi_i^*$ as independent and vary the latter. Then

$$\delta\gamma^{\tau\sigma}(r',r)=\varphi_i^{\tau}(r')\,\delta\varphi_i^{\sigma}(r)^* ,$$

and the formula for $\delta E_x$ gives

$$\frac{\delta E_x}{\delta\varphi_i^{\sigma}(r)^*}=-\sum_\tau\int\frac{\gamma^{\sigma\tau}(r,r')}{|r-r'|}\,\varphi_i^{\tau}(r')\,dr'=(K\varphi_i)^{\sigma}(r).$$

Orthonormality is imposed afterwards by Lagrange multipliers, which lead to the orbital energies.

**Q:** Write out one component. I want to see what the off-diagonal blocks do.

**A:** For any spinor $\varphi$,

$$(K\varphi)^{\uparrow}(r)=-\int\frac{\gamma^{\uparrow\uparrow}(r,r')\,\varphi^{\uparrow}(r')+\gamma^{\uparrow\downarrow}(r,r')\,\varphi^{\downarrow}(r')}{|r-r'|}\,dr'.$$

The down component has $\gamma^{\downarrow\uparrow}$ and $\gamma^{\downarrow\downarrow}$ in the corresponding places. The operator can turn a down amplitude at $r'$ into an up amplitude at $r$. This is not a spin-flip force in the Hamiltonian, since $w$ leaves spin alone. It is the mean field of electrons whose own orbitals have both components. Such a field can point along $x$ or $y$, and a field along $x$ or $y$ has off-diagonal elements in the $z$ basis.

**Q:** How would this look in a calculation with a finite basis?

**A:** Take real orthonormal spatial functions $\chi_p$, the same set for both spins, and expand

$$\gamma^{\sigma\tau}(r,r')=\sum_{kl}\gamma^{\sigma\tau}_{kl}\,\chi_k(r)\,\chi_l(r').$$

Insert this in the kernel, multiply by $\chi_p(r)$ and $\chi_q(r')$, and integrate:

$$K^{\sigma\tau}_{pq}=-\sum_{kl}(pk|lq)\,\gamma^{\sigma\tau}_{kl},\qquad (pk|lq)=\iint\frac{\chi_p(r)\chi_k(r)\,\chi_l(r')\chi_q(r')}{|r-r'|}\,dr\,dr'.$$

The repulsion integrals contain no spin labels. Each spin block of $\gamma$ therefore produces the block of $K$ with the same labels.

**Q:** Suppose I am stubborn and keep only the diagonal blocks of $K$. Would I notice?

**A:** If $\gamma$ has off-diagonal blocks, you would in general get wrong forces on the orbitals. Here is a case with no special symmetry. The basis consists of the 6-31G functions of three hydrogen atoms at the corners of an equilateral triangle with side 4 bohr. These are six spatial functions, or twelve with spin. Three orthonormal spinors are drawn with random complex coefficients.

The repulsion energy can be evaluated directly from the antisymmetrized three-electron wavefunction, with no density matrix. It is 1.0525 hartree, and $E_H+E_x$ from the four blocks has the same value.

Now turn the orbitals by $\varphi_i(t)=e^{tA}\varphi_i$. The matrix $A$ is anti-Hermitian, so the orbitals stay orthonormal. It is drawn at random and scaled to largest singular value one. Then $\gamma(t)=e^{tA}\gamma e^{-tA}$, and differentiation at $t=0$ gives $\dot\gamma=A\gamma-\gamma A$.

The Hartree term has its own operator $J$, which multiplies both components by $\int n(r')\,w(r,r')\,dr'$. This follows from $\delta E_H=\iint n(r')\,w(r,r')\,\delta n(r)\,dr\,dr'$. Together,

$$\frac{d\langle W\rangle}{dt}=\mathrm{Tr}\left[(J+K)(A\gamma-\gamma A)\right].$$

A central difference of the wavefunction energy gives a slope of 0.01939 hartree. The formula with the full $K$ gives 0.01939 hartree. With the diagonal blocks of $K$ alone it gives 0.02842 hartree, which is too large by $0.00903/0.01939$, or 47 per cent of the true slope. The size of the error belongs to this random case. Its cause is the missing part of $K$, because nothing else was changed.

**Q:** I use hybrid functionals, with a fraction of exchange, sometimes with a screened interaction. Does this derivation still apply?

**A:** The exchange part carries over. The steps from the orbital form of $E_x$ to the operator used three properties of $w$: it is real, symmetric and free of spin. A screened or long-range function of $|r-r'|$ has all three. A constant fraction $a$ multiplies both $E_x$ and $K$. The density-functional part of the hybrid is a separate matter, and nothing shown here guarantees how it treats tilted spins.

## Second half: turning the spin axes

The symbols carried over are these. The spinors $\varphi_i$ define the density matrix $\gamma^{\sigma\tau}(r,r')=\sum_i\varphi_i^{\sigma}(r)\varphi_i^{\tau}(r')^*$. With $w=1/|r-r'|$ in atomic units, the exchange kernel and energy are

$$K^{\sigma\tau}(r,r')=-w(r,r')\,\gamma^{\sigma\tau}(r,r'),\qquad E_x=\tfrac12\mathrm{Tr}(K\gamma)=-\frac12\sum_{\sigma\tau}\iint w(r,r')\,|\gamma^{\sigma\tau}(r,r')|^2\,dr\,dr'.$$

The Hartree operator $J$ depends on the density $n(r)$ and acts equally on both spin components. Below, $\gamma(r,r')$ without spin labels means the $2\times2$ matrix, and $\mathrm{tr}$ is the trace over spin alone.

**Q:** I have been told that this operator is invariant under a global spin rotation. Yet its kernel is proportional to $\gamma$, and $\gamma$ surely changes when I turn the spins. Which is it?

This part has derived the exchange energy and the operator $K$ from a single determinant of spinors, and has shown that all four spin blocks of $\gamma$ are needed. What remains is the question just asked: what happens to $K$ and to the energy when all spins are turned together.
